# Quartic Conduction-Band Terms in Zinc-Blende Crystals and Their Q Coupling: a numerical check

```python
"""
Result under test: in the 14-band k.p model of a zinc-blende crystal the mean
energy of the two conduction (Gamma6c) spin branches is
    E = A k^2 + alpha0 k^4 + beta0 (kx^2 ky^2 + ky^2 kz^2 + kz^2 kx^2) + ...
with beta0 proportional to Q^2, so that the anisotropy vanishes with Q.
Symbols (energies in eV, lengths in nm):
  E0, D0   gap Gamma6c-Gamma8v and spin-orbit splitting of the valence level
  E1, D1   height of Gamma7c above Gamma6c, and splitting Gamma8c-Gamma7c
  EP, EPp, EQ  coupling energies; P^2 = EP*HB, Pp^2 = EPp*HB, Q^2 = EQ*HB
  HB       hbar^2/(2 m_e);  P couples S to Gamma15v, Pp couples S to Gamma15c,
           Q couples Gamma15v to Gamma15c
  cross    spin-orbit mixing of Gamma15v with Gamma15c
  ER, E12  coupling energy of Gamma15v to a Gamma12 level, and its height
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad

HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
EPS = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    EPS[i, j, l] = 1
    EPS[i, l, j] = -1
# orbital angular momentum (L_n)_ij = -i eps_nij, combined with the spin
L_SIGMA = sum(np.kron(-1j * EPS[n], PAULI[n]) for n in range(3))
GAMMA12 = np.array([[-1, -1, 2] / np.sqrt(6), [1, -1, 0] / np.sqrt(2)]).T


def hamiltonian(k, E0, D0, E1, D1, EP, EPp, EQ, cross=0.0, ER=0.0, E12=9.0):
    """Matrix in the basis (S, XYZ valence, XYZ conduction[, Gamma12]) x spin."""
    k = np.asarray(k, float)
    n = 9 if ER > 0 else 7
    P, Pp, Q, R = np.sqrt(np.array([EP, EPp, EQ, ER]) * HB)
    up = np.zeros((n, n), complex)
    up[0, 1:4] = 1j * P * k
    up[0, 4:7] = 1j * Pp * k
    up[1:4, 4:7] = 1j * Q * np.einsum('ijl,j->il', abs(EPS), k)
    if n == 9:
        up[1:4, 7:9] = 1j * R * k[:, None] * GAMMA12
    level = [0] + 3 * [-E0 - D0 / 3] + 3 * [E1 + 2 * D1 / 3] + (n - 7) * [E12]
    h = np.kron(up + up.conj().T + np.diag(level), np.eye(2))
    h[2:8, 2:8] += D0 / 3 * L_SIGMA
    h[8:14, 8:14] += D1 / 3 * L_SIGMA
    h[2:8, 8:14] += cross / 3 * L_SIGMA
    h[8:14, 2:8] += cross / 3 * L_SIGMA
    return h + HB * (k @ k) * np.eye(2 * n)


def pair(matrix):
    """The two conduction energies: six valence states lie below them."""
    return np.linalg.eigvalsh(matrix)[6:8]


def series(model, direction):
    """k^2 and k^4 coefficients of the mean conduction energy, from spectra."""
    u = np.array(direction, float)
    u /= np.linalg.norm(u)
    top = 0.24
    s = np.arange(1, 7) / 6
    y = [pair(model(top * x * u)).mean() for x in s]
    c = np.linalg.solve(np.array([[x**(2 * p) for p in range(1, 7)]
                                  for x in s]), y)
    return c[0] / top**2, c[1] / top**4


def quartic(model):
    """A, alpha, beta extracted from the spectra along [100] and [111]."""
    A, alpha = series(model, [1, 0, 0])
    return A, alpha, 3 * (series(model, [1, 1, 1])[1] - alpha)


def spectrum_model(par, **extra):
    return lambda k: hamiltonian(k, **{**par, **extra})


def formulas(E0, D0, E1, D1, EP, EPp, EQ):
    """Closed forms from fourth-order perturbation theory."""
    P2, Pp2, Q2 = EP * HB, EPp * HB, EQ * HB
    G8, G7 = 1 / E0, 1 / (E0 + D0)
    F8, F7 = -1 / (E1 + D1), -1 / E1
    a, b = (2 * G8 + G7) / 3, (G8 - G7) / 3
    c, d = (2 * F8 + F7) / 3, (F8 - F7) / 3
    a2, c2 = (2 * G8**2 + G7**2) / 3, (2 * F8**2 + F7**2) / 3
    second = a * P2 + c * Pp2
    alpha_q = 2 * Q2 * (P2 * b**2 * F8 + Pp2 * d**2 * G8)
    beta_P = 4 * Q2 / 3 * P2 * G8 * (2 * F8 * G7 + F7 * G8)
    beta_Pp = 4 * Q2 / 3 * Pp2 * F8 * (2 * G8 * F7 + G7 * F8)
    return dict(A=HB + second, alpha=-second * (a2 * P2 + c2 * Pp2) + alpha_q,
                alpha_q=alpha_q, beta=beta_P + beta_Pp, beta_P=beta_P,
                beta_Pp=beta_Pp, fold_shift=second * c2 * Pp2)


def close(x, y, scale, tol=1e-5):
    # tolerance: rounding and truncation of the numerical power series
    return abs(x - y) < tol * abs(scale)


# ---- geometry of the Q coupling, symbolically
x, y, z = sp.symbols('x y z', real=True)
kv = sp.Matrix([x, y, z])
k2 = x**2 + y**2 + z**2
kap = x**2 * y**2 + y**2 * z**2 + z**2 * x**2
M = sp.Matrix([[0, z, y], [z, 0, x], [y, x, 0]])
K = sp.Matrix([[0, -z, y], [z, 0, -x], [-y, x, 0]])
Rm = M * K
Mk = M * kv
axial = sp.Matrix([Rm[1, 2] - Rm[2, 1], Rm[2, 0] - Rm[0, 2],
                   Rm[0, 1] - Rm[1, 0]])
assert sp.expand(Mk.dot(Mk) - 4 * kap) == 0
assert sp.expand((Rm * Rm.T).trace() - 2 * k2**2 + 4 * kap) == 0
assert sp.expand((Rm * Rm).trace() - 2 * k2**2 + 8 * kap) == 0
assert sp.expand(Rm.trace()) == 0
assert (axial - Mk).expand() == sp.zeros(3, 1)
warp = k2 * sp.eye(3) + kv * kv.T - 2 * sp.diag(x**2, y**2, z**2)
assert (M * M - warp).expand() == sp.zeros(3, 3)

# ---- closed forms against spectra, two parameter sets, four directions
cdte = dict(E0=1.5, D0=0.9, E1=3.8, D1=0.3, EP=20.0, EPp=5.0, EQ=15.0)
other = dict(E0=1.2, D0=1.4, E1=2.3, D1=0.9, EP=12.0, EPp=8.0, EQ=10.0)
for par in (cdte, other):
    f = formulas(**par)
    for u in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, 4]):
        w = np.array(u, float)**2 / np.dot(u, u)
        kappa = w[0] * w[1] + w[1] * w[2] + w[2] * w[0]
        A, c4 = series(spectrum_model(par), u)
        assert close(A, f['A'], f['A'])
        assert close(c4, f['alpha'] + f['beta'] * kappa, f['alpha'])

# ---- isotropy without Q at large k, also with spin-orbit cross mixing
rng = np.random.default_rng(3)
dirs = rng.normal(size=(12, 3))
dirs /= np.linalg.norm(dirs, axis=1)[:, None]


def spread(model, k=0.8):
    e = np.array([np.linalg.eigvalsh(model(k * u)) for u in dirs])
    return np.ptp(e[:, 6:8].mean(axis=1)), np.ptp(e, axis=0).max()


no_q = spread(spectrum_model(cdte, EQ=0.0, cross=0.2))
with_q = spread(spectrum_model(cdte, cross=0.2))
kane = spread(lambda k: hamiltonian(k, **cdte)[:8, :8])
assert no_q[1] < 1e-11 and kane[1] < 1e-11 and with_q[0] > 1e-3

# ---- beta0 grows exactly as Q^2, also with cross mixing
b1 = quartic(spectrum_model(cdte, cross=0.2))[2]
b2 = quartic(spectrum_model(cdte, cross=0.2, EQ=4 * cdte['EQ']))[2]
assert close(b2, 4 * b1, b2)

# ---- no spin-orbit coupling: beta0 is tied to the effective mass
bare = {**cdte, 'D0': 0.0, 'D1': 0.0}
A, al, be = quartic(spectrum_model(bare))
assert close(be, -4 * bare['EQ'] * HB * (A - HB) / (bare['E0'] * bare['E1']), be)


# ---- eight bands with Gamma15c folded in at the conduction edge
def folded(par, keep_sp, keep_pp):
    def model(k):
        free = HB * np.dot(k, k)
        h = hamiltonian(k, **par) - free * np.eye(14)
        w = -h[:8, 8:] @ np.linalg.solve(h[8:, 8:], h[8:, :8])
        if not keep_sp:
            w[:2, 2:] = 0
            w[2:, :2] = 0
        if not keep_pp:
            w[2:, 2:] = 0
        return h[:8, :8] + w + free * np.eye(8)
    return model


f = formulas(**cdte)
fold_all = quartic(folded(cdte, True, True))
fold_pp = quartic(folded(cdte, False, True))
fold_sp = quartic(folded(cdte, True, False))
assert close(fold_all[2], f['beta'], f['beta'])
assert close(fold_all[1], f['alpha'] + f['fold_shift'], f['alpha'])
assert close(fold_pp[2], f['beta_P'], f['beta'])
assert close(fold_sp[2], f['beta_Pp'], f['beta'])
assert close(quartic(folded(cdte, False, False))[2], 0, f['beta'])

# ---- a Gamma12 level gives anisotropy without Q
ER, E12 = 20.0, 9.0
g = quartic(spectrum_model(bare, EQ=0.0, ER=ER, E12=E12))
g0 = quartic(spectrum_model(bare, EQ=0.0))
unit = cdte['EP'] * ER * HB**2 / (cdte['E0']**2 * E12)
assert close(g[2], 2 * unit, g[2])
assert close(g[1] - g0[1], -2 * unit / 3, g[1])

# ---- the remainder after the quartic terms is of sixth order
def remainder(k):
    return pair(hamiltonian([k, 0, 0], **cdte)).mean() \
        - f['A'] * k**2 - f['alpha'] * k**4


assert abs(remainder(0.1) / remainder(0.05) / 64 - 1) < 0.05  # k^8 remains

# ---- worked example: hot electron in a CdTe-like crystal
k = 0.4
T = 300.0
mass = HB / f['A']
print(f"hbar^2/2m_e = {HB:.6f} eV nm^2")
print("E0, D0, E1, D1 =", *[cdte[q] for q in ('E0', 'D0', 'E1', 'D1')], "eV")
print("EP, EP', EQ =", *[cdte[q] for q in ('EP', 'EPp', 'EQ')], "eV")
print("P, P', Q =", *[f"{np.sqrt(cdte[q] * HB):.4f}"
                      for q in ('EP', 'EPp', 'EQ')], "eV nm")
print(f"A = {f['A']:.5f} eV nm^2; m*/m_e = {mass:.4f}")
hartree = sc.value('Hartree energy in eV')
bohr = sc.value('Bohr radius') * 1e9
au = 1 / (hartree * bohr**4)
print(f"alpha0 = {f['alpha']:.5f} eV nm^4 = {f['alpha'] * au:.1f} Hartree a0^4")
print(f"beta0 = {f['beta']:.5f} eV nm^4 = {f['beta'] * au:.1f} Hartree a0^4")
num = quartic(spectrum_model(cdte))
print(f"from spectra: alpha0 = {num[1]:.5f}, beta0 = {num[2]:.5f} eV nm^4")
print(f"part of alpha0 due to Q = {f['alpha_q']:.6f} eV nm^4")
print(f"beta0 parts: P^2 {f['beta_P']:.5f}, P'^2 {f['beta_Pp']:.5f} eV nm^4")
print(f"beta0 without spin-orbit coupling = {be:.5f} eV nm^4")
print(f"folded 8-band: alpha = {fold_all[1]:.5f}, "
      f"beta = {fold_all[2]:.5f} eV nm^4")
print(f"direction spread of mean energy at k = 0.8 /nm, cross = 0.2 eV: "
      f"Q on {1e3 * with_q[0]:.2f} meV, Q = 0 {1e3 * no_q[0]:.0e} meV")
print(f"same, bare 8-band Kane model: {1e3 * kane[0]:.0e} meV")
print(f"example k = {k} /nm, T = {T:.0f} K")
print(f"A k^2 = {1e3 * f['A'] * k**2:.3f} meV")
print(f"alpha0 k^4 = {1e3 * f['alpha'] * k**4:.3f} meV")
to_speed = sc.e * 1e-9 / sc.hbar / 1e5
for name, u, kappa in (("[100]", [1, 0, 0], 0), ("[110]", [1, 1, 0], 1 / 4),
                       ("[111]", [1, 1, 1], 1 / 3)):
    u = np.array(u) / np.linalg.norm(u)
    c4 = f['alpha'] + f['beta'] * kappa
    e4 = f['A'] * k**2 + c4 * k**4
    full = pair(hamiltonian(k * u, **cdte))
    dk = 1e-3
    slope = (pair(hamiltonian((k + dk) * u, **cdte)).mean()
             - pair(hamiltonian((k - dk) * u, **cdte)).mean()) / (2 * dk)
    v4 = 2 * f['A'] * k + 4 * c4 * k**3
    print(f"{name} beta0 term {1e3 * f['beta'] * kappa * k**4:.3f}, quartic E "
          f"{1e3 * e4:.3f}, 14-band E {1e3 * full.mean():.3f} meV")
    print(f"{name} velocity: quartic {v4 * to_speed:.3f}, 14-band "
          f"{slope * to_speed:.3f} 1e5 m/s; spin splitting "
          f"{1e3 * (full[1] - full[0]):.3f} meV")
print(f"parabolic velocity = {2 * f['A'] * k * to_speed:.3f} 1e5 m/s")

# ---- neglected effects, sized for the example
for cross in (0.1, -0.1):
    q = quartic(spectrum_model(cdte, cross=cross))
    print(f"cross mixing {cross:+.1f} eV: change of alpha0 "
          f"{q[1] - num[1]:+.5f}, of beta0 {q[2] - num[2]:+.5f} eV nm^4")
q = quartic(spectrum_model(cdte, ER=ER, E12=E12))
print(f"Gamma12 level (ER = {ER:.0f}, E12 = {E12:.0f} eV): change of alpha0 "
      f"{q[1] - num[1]:+.5f}, of beta0 {q[2] - num[2]:+.5f} eV nm^4")
cold = formulas(**{**cdte, 'E0': 1.6})
print(f"cold crystal, E0 = 1.6 eV: alpha0 = {cold['alpha']:.5f}, "
      f"beta0 = {cold['beta']:.5f} eV nm^4")

# Polar coupling to optical phonons, second order. Units: phonon energy and
# the wave number at which the parabolic energy equals it; kp is k in them.
phonon, eps_high, eps_static = 0.021, 7.0, 10.0
rydberg = sc.value('Rydberg constant times hc in eV')
frohlich = (1 / eps_high - 1 / eps_static) * np.sqrt(rydberg * mass / phonon)
kp = np.sqrt(f['A'] * k**2 / phonon)
occupation = 1 / np.expm1(phonon * sc.e / (sc.k * T))
t0 = np.arccosh(kp)


def log_ratio(t):
    return np.log(abs((np.cosh(t) + kp) / (np.cosh(t) - kp)))


# principal-value self-energy, with phonon wave number exp(t); even in t
integral = 2 * sum(quad(log_ratio, lo, hi, limit=200)[0]
                   for lo, hi in ((0, t0), (t0, t0 + 5), (t0 + 5, 40)))
assert abs(integral / np.pi**2 - 1) < 1e-6
# absorption has no real part: its integrand is odd in t
shift = (1 + occupation) * frohlich * phonon * (1 - integral / (2 * np.pi * kp))


def golden_rule(p):
    """Rate into final wave number p, in units of coupling x phonon energy."""
    return p * quad(lambda m: 1 / (kp**2 + p**2 - 2 * kp * p * m), -1, 1)[0]


emission = golden_rule(np.sqrt(kp**2 - 1))
absorption = golden_rule(np.sqrt(kp**2 + 1))
assert abs(emission - 2 * np.arccosh(kp) / kp) < 1e-7
assert abs(absorption - 2 * np.arcsinh(kp) / kp) < 1e-7
width = frohlich * phonon * ((1 + occupation) * emission
                             + occupation * absorption)
print(f"phonon {1e3 * phonon:.0f} meV, eps_high {eps_high:.0f}, eps_static "
      f"{eps_static:.0f}: Froehlich coupling = {frohlich:.3f}, "
      f"occupation = {occupation:.3f}")
print(f"phonon shift relative to band edge = {1e3 * shift:+.3f} meV")
print(f"phonon level width hbar/tau: 300 K {1e3 * width:.2f} meV, cold "
      f"{1e3 * frohlich * phonon * emission:.2f} meV")
print(f"thermal energy kT = {1e3 * sc.k * T / sc.e:.2f} meV")
print("no test failed")
```

It prints:

```
hbar^2/2m_e = 0.038100 eV nm^2
E0, D0, E1, D1 = 1.5 0.9 3.8 0.3 eV
EP, EP', EQ = 20.0 5.0 15.0 eV
P, P', Q = 0.8729 0.4365 0.7560 eV nm
A = 0.43491 eV nm^2; m*/m_e = 0.0876
alpha0 = -0.11330 eV nm^4 = -531.0 Hartree a0^4
beta0 = -0.13057 eV nm^4 = -611.9 Hartree a0^4
from spectra: alpha0 = -0.11330, beta0 = -0.13057 eV nm^4
part of alpha0 due to Q = -0.001469 eV nm^4
beta0 parts: P^2 -0.14659, P'^2 0.01602 eV nm^4
beta0 without spin-orbit coupling = -0.18363 eV nm^4
folded 8-band: alpha = -0.10856, beta = -0.13057 eV nm^4
direction spread of mean energy at k = 0.8 /nm, cross = 0.2 eV: Q on 9.95 meV, Q = 0 7e-13 meV
same, bare 8-band Kane model: 8e-13 meV
example k = 0.4 /nm, T = 300 K
A k^2 = 69.586 meV
alpha0 k^4 = -2.901 meV
[100] beta0 term -0.000, quartic E 66.685, 14-band E 66.905 meV
[100] velocity: quartic 4.845, 14-band 4.894 1e5 m/s; spin splitting 0.000 meV
[110] beta0 term -0.836, quartic E 65.850, 14-band E 66.161 meV
[110] velocity: quartic 4.718, 14-band 4.787 1e5 m/s; spin splitting 1.628 meV
[111] beta0 term -1.114, quartic E 65.571, 14-band E 65.917 meV
[111] velocity: quartic 4.676, 14-band 4.752 1e5 m/s; spin splitting 0.000 meV
parabolic velocity = 5.286 1e5 m/s
cross mixing +0.1 eV: change of alpha0 +0.00073, of beta0 +0.00031 eV nm^4
cross mixing -0.1 eV: change of alpha0 -0.00059, of beta0 -0.00005 eV nm^4
Gamma12 level (ER = 20, E12 = 9 eV): change of alpha0 -0.01464, of beta0 +0.04301 eV nm^4
cold crystal, E0 = 1.6 eV: alpha0 = -0.09442, beta0 = -0.11540 eV nm^4
phonon 21 meV, eps_high 7, eps_static 10: Froehlich coupling = 0.323, occupation = 0.798
phonon shift relative to band edge = +1.671 meV
phonon level width hbar/tau: 300 K 24.25 meV, cold 8.99 meV
thermal energy kT = 25.85 meV
no test failed
```
